# Band offsets from core-level photoemission without a common energy reference, part 2

The problem is to find the valence-band offset between a substrate A and a film B by photoemission, here for hafnium dioxide on silicon. Energies are in eV and lengths in nm. Binding energies are counted from the Fermi level for a grounded, conducting sample; a larger one means a lower electron energy. Uniform charging to a positive potential raises every binding energy in a spectrum equally.

With $E_V^A$ and $E_V^B$ the valence-edge energies at the junction, the offset is

$$\Delta E_V = E_V^A - E_V^B ,$$

positive when the film's edge lies lower. In thick material X the core line is at $B_{\rm core}^X$ and the valence edge at $B_V^X$, with separation $D_X = B_{\rm core}^X - B_V^X$. The thin-film junction gives core lines $B_J^A$ and $B_J^B$, with $S = B_J^A - B_J^B$. Then

$$\Delta E_V = D_A - D_B - S .$$

In the derivation, $E_V^X$ instead denotes the bulk edge, and $u_X$ is the shift that brings the bulk levels of X, core and valence alike, to their places at the junction:

$$D_A - D_B - S = (E_V^A + u_A) - (E_V^B + u_B).$$

$R_X$ is the energy gained when the other electrons relax around a core hole in thick X, and $R'_X$ is its value at the junction. Charging adds $q_X$ to the binding energies of layer X beyond the common shift. The error in the offset, estimated minus true, is

$$\text{error} = (R'_A - R_A) - (R'_B - R_B) - (q_A - q_B).$$

The example uses the silicon 2p$_{3/2}$ and hafnium 4f$_{7/2}$ lines. Its readings are rough typical values, not a measured data set:

- Thick silicon: core line 99.4, valence edge 0.5.
- Thick oxide: core line 18.2, valence edge 4.0.
- Thin oxide on silicon: silicon line 99.3, hafnium line 17.4.

They give $D_A = 98.9$ eV, $D_B = 14.2$ eV, $S = 81.9$ eV and

$$\Delta E_V = 98.9 - 14.2 - 81.9 = 2.8\ \text{eV}.$$

**Q.** I could have subtracted the two edges of the thick samples: $4.0 - 0.5 = 3.5$ eV. Why is yours better?

**A.** Your subtraction assumes that both thick samples share one reference and that their Fermi levels sit in their gaps as they do at the junction. The core lines say otherwise. The hafnium line is at 18.2 eV in the thick oxide and at 17.4 eV at the junction, a shift of 0.8 eV. The silicon line has shifted by 0.1 eV. The valence edges shift with their core lines, so at the junction they lie at $4.0 - 0.8 = 3.2$ eV and $0.5 - 0.1 = 0.4$ eV. Their difference is 2.8 eV. The direct subtraction is too large by $0.8 - 0.1 = 0.7$ eV.

I gave the thick oxide a charging shift on purpose when choosing the readings. From the spectra alone, one could not tell charging from a change in the Fermi level's position, and the method does not need to.

**Q.** For leakage through a gate oxide I also need the conduction bands.

**A.** Add the gap $E_g$ to each valence edge. With the conduction offset defined as film minus substrate,

$$\Delta E_C = (E_V^B + E_g^B) - (E_V^A + E_g^A) = E_g^B - E_g^A - \Delta E_V ,$$

because $E_V^B - E_V^A = -\Delta E_V$. With rough gaps of 5.7 eV for the oxide and 1.1 eV for silicon,

$$\Delta E_C = 5.7 - 1.1 - 2.8 = 1.8\ \text{eV}.$$

Both offsets are positive, so the gap of silicon lies inside that of the oxide, and the oxide is a barrier to electrons and holes alike. The gap needed here is the one between separate carriers. An optical gap lowered by the attraction between electron and hole would make $\Delta E_C$ too small when used for the oxide.

**Q.** How well is 2.8 eV known, if I trust every assumption?

**A.** Write out the six readings:

$$\Delta E_V = (B_{\rm core}^A - B_V^A) - (B_{\rm core}^B - B_V^B) - (B_J^A - B_J^B).$$

Each enters with a factor of $+1$ or $-1$. For independent errors the variances add, whatever the signs. With a standard error of 0.03 eV for each of the four core readings and 0.08 eV for each of the two edge readings,

$$\sigma = \sqrt{4(0.03)^2 + 2(0.08)^2} = \sqrt{0.0036 + 0.0128} \approx 0.13\ \text{eV}.$$

The edges contribute most of it. Sharper core lines alone would help little. The conduction offset also inherits the errors of both gaps.

**Q.** I do not trust every assumption. A thin insulating film may have an electric field across it, and then it has no single core-level position.

**A.** Then the core line gives an average over depth. Let $\delta_X$ be the average electron energy in the probed part of layer X, minus its value at the interface. Replacing $u_X$ by $u_X + \delta_X$ in the derivation adds $\delta_A - \delta_B$ to the estimated offset. Charging is included in this description: a positive potential lowers electron energies, so $q_X$ corresponds to $\delta_X = -q_X$.

For a film of thickness $t$, let $z$ run from the interface to the outer surface, and let the electron energy change as $Fz$. An electron from $z$ must cross the distance $t - z$, so its weight is $e^{-(t-z)/\lambda}$, with $\lambda$ the attenuation length. The factor $e^{-t/\lambda}$ is common to numerator and denominator of the average and cancels:

$$\langle z\rangle = \frac{\int_0^t z\,e^{z/\lambda}\,dz}{\int_0^t e^{z/\lambda}\,dz}.$$

Integrating the numerator by parts gives $\lambda t\,e^{t/\lambda} - \lambda^2(e^{t/\lambda} - 1)$. The denominator is $\lambda(e^{t/\lambda} - 1)$. Their ratio is

$$\langle z\rangle = \frac{t\,e^{t/\lambda}}{e^{t/\lambda} - 1} - \lambda = \frac{t}{1 - e^{-t/\lambda}} - \lambda ,$$

and $\delta_B = F\langle z\rangle$.

**Q.** Does that behave sensibly for very thin and very thick films?

**A.** For $t \ll \lambda$ every depth counts equally. Expanding the exponential to second order gives $\langle z\rangle \approx t/2$, the middle of the film. For $t \gg \lambda$ it becomes $t - \lambda$, one attenuation length below the outer surface.

Take $t = \lambda = 2.0$ nm and a field of 1 MV/cm, which is 0.1 V/nm. Then

$$\delta_B = 0.1\left(\frac{2.0}{1 - e^{-1}} - 2.0\right) \approx 0.12\ \text{eV}.$$

If the electron energy rises towards the outer surface, the offset is underestimated by 0.12 eV. If it falls, the offset is overestimated by as much.

**Q.** That is the mean of the line. I would read its peak.

**A.** Here it makes no practical difference. I gave each depth a Gaussian line with a full width of 1.2 eV at half maximum, added them with the weights above, and located the maximum numerically. It is also displaced by 0.12 eV. The shifts within the film span 0.2 eV, well below the width of the line. The same fact has a drawback: the spectrum would give little warning that the field is there.

**Q.** The silicon side can have a field as well, from depletion.

**A.** Let $z$ now run into the silicon from the interface. In the depletion approximation the dopant charge is uniform up to a width $w$, and the bending is

$$\varphi(z) = \varphi_0\left(1 - \frac{z}{w}\right)^2, \qquad \varphi_0 = \frac{e^2 N w^2}{2\epsilon_0\epsilon_A},$$

with $N$ the doping and $\epsilon_A$ the relative permittivity. The energy $\varphi_0$ follows from integrating the field, which falls linearly to zero at $w$. Electrons from $z$ carry the weight $e^{-z/\lambda}/\lambda$; the film above weakens all of them equally. For $w \gg \lambda$ the integral may be extended to infinity. Since $\langle z\rangle = \lambda$ and $\langle z^2\rangle = 2\lambda^2$,

$$\langle\varphi\rangle = \varphi_0\left(1 - \frac{2\lambda}{w} + \frac{2\lambda^2}{w^2}\right).$$

The average differs from the interface value by

$$\varphi_0 - \langle\varphi\rangle = 2\varphi_0\,\frac{\lambda}{w}\left(1 - \frac{\lambda}{w}\right).$$

For $N = 10^{18}$ cm$^{-3}$, $\varphi_0 = 0.3$ eV and $\epsilon_A = 11.7$, the width is 19.7 nm. With $\lambda = 2.5$ nm the difference is

$$2(0.3)\,\frac{2.5}{19.7}\left(1 - \frac{2.5}{19.7}\right) \approx 0.07\ \text{eV}.$$

**Q.** Which way does it push the answer?

**A.** In depleted n-type silicon the bands rise towards the interface. The probed silicon then lies below its interface value, $\delta_A \approx -0.07$ eV, and the offset is underestimated. In depleted p-type silicon the bands fall towards the interface and the sign is reversed. Light doping makes $w$ larger and the correction smaller at fixed $\varphi_0$.

**Q.** Earlier you let the relaxation energy change near the junction. Is that a real concern here?

**A.** Yes, because silicon is more polarizable than the oxide. A core hole in the film near the silicon is screened better than one deep in thick oxide. Put a charge $e$ in the oxide at a distance $d$ from a flat boundary. The silicon fills $z<0$. Resolve the potential into components of in-plane wave number $k$. Apart from the common factor $e/(4\pi\epsilon_0\epsilon_B)$, each component is

$$e^{-k|z-d|} + r\,e^{-kz}\quad (z>0), \qquad s\,e^{kz}\quad (z<0).$$

The potential is continuous at $z=0$, so $e^{-kd} + r = s$. The normal displacement is continuous too, so $\epsilon_B(e^{-kd} - r) = \epsilon_A s$. Substituting for $s$ and collecting the terms in $r$,

$$r = -\frac{\epsilon_A - \epsilon_B}{\epsilon_A + \epsilon_B}\,e^{-kd}.$$

At the charge itself the induced part is $r\,e^{-kd}$. Its integral over $k$ contains $\int_0^\infty e^{-2kd}\,dk = 1/(2d)$. The interaction energy of a charge with the polarization it has induced carries a further factor of one half, because the polarization grows in proportion to the charge. The energy is thus lowered by

$$W = \frac{e^2}{16\pi\epsilon_0\epsilon_B d}\;\frac{\epsilon_A - \epsilon_B}{\epsilon_A + \epsilon_B}.$$

**Q.** How large is that, and where does it enter?

**A.** It adds to the film's relaxation energy, $R'_B - R_B = W$, so by the error formula it lowers the estimated offset by $W$. I use the electronic permittivity of the oxide, about 4, since the ions are too slow to follow the photoelectron's departure. At $d = 1$ nm, with $e^2/(4\pi\epsilon_0) = 1.44$ eV nm,

$$W = \frac{1.44}{4 \times 4 \times 1}\;\frac{11.7 - 4}{11.7 + 4} \approx 0.04\ \text{eV}.$$

$W$ vanishes for equal permittivities and falls as $1/d$. It diverges as $d \to 0$, which shows that a continuum with a sharp boundary cannot be used within an atomic spacing. I have also left out the film's outer surface. The thick oxide has such a surface too, but the two contributions do not cancel completely. For a film 2 nm thick, with the hole 1 nm below the outer surface in both samples, the change in relaxation energy is about 0.07 eV instead of 0.04 eV. I have set $R'_A = R_A$ as well; for silicon under the film compared with bare silicon, the same continuum picture gives a change of about 0.01 eV, which raises the estimate. I keep the simpler value below as a measure of size.

**Q.** Let me return to the valence edge. You read it by drawing a straight line down the leading slope of the spectrum. Instrumental broadening must bias that.

**A.** It does, and a simple band shows how much. Let $x$ be the binding energy measured from the true edge, so that positive $x$ lies in the band. Take a density of states proportional to $\sqrt{x}$ and broaden it with a Gaussian $G$ of standard deviation $\sigma$. In units of $\sigma$ the signal is

$$g(x) = \int_0^\infty \sqrt{y}\;G(x-y)\,dy .$$

Differentiate under the integral and integrate by parts; the boundary terms vanish:

$$g'(x) = \frac12\int_0^\infty \frac{G(x-y)}{\sqrt{y}}\,dy .$$

For a Gaussian of unit width $G'(v) = -v\,G(v)$. Differentiating once more,

$$g''(x) = -\frac12\int_0^\infty \frac{x-y}{\sqrt{y}}\,G(x-y)\,dy = -x\,g'(x) + \frac12\,g(x).$$

At the steepest point $x_0$ we have $g'' = 0$, hence $g(x_0) = 2x_0\,g'(x_0)$. The tangent there meets the zero line at

$$x_0 - \frac{g(x_0)}{g'(x_0)} = x_0 - 2x_0 = -x_0 .$$

The apparent edge is as far outside the band as the steepest point is inside it. Locating the tangent numerically gives an intercept of $-0.765\,\sigma$. A resolution of 0.4 eV, full width at half maximum, means $\sigma \approx 0.17$ eV, so the edge appears 0.13 eV too far into the gap.

**Q.** Then your $D_X$ is wrong by that amount.

**A.** It is too large by 0.13 eV. If both materials have this band shape and are recorded with the same resolution, $D_A$ and $D_B$ are too large by equal amounts and the offset is unaffected. If only the silicon edge is read this way and the oxide edge is free of the bias, the offset comes out 0.13 eV too large. In the reverse case it comes out as much too small. Real bands keep the square-root form only near the edge, so this is a measure of size, not a correction to apply.

**Q.** And temperature? A chip does not run at the temperature of the measurement.

**A.** Take a silicon gap that shrinks by roughly 0.3 meV per kelvin near room temperature. A device 60 K warmer has a gap smaller by $0.3 \times 60 = 18$ meV, or about 0.02 eV. With the oxide gap and the valence offset held fixed, $\Delta E_C$ rises by that amount. This silicon contribution is smaller than the other shifts estimated here. It is not the whole change: the oxide gap shrinks on warming as well, which lowers $\Delta E_C$, and the valence offset can drift too. Without those rates neither the sign nor the size of the net change is fixed.

**Q.** Put the errors together. How far could 2.8 eV be from the truth?

**A.** Consider the film field, the depletion and the screening. The first two can have either sign; the third lowers the estimate. If all three lower it, the sum is about $0.12 + 0.07 + 0.04 = 0.23$ eV and the true offset is near 3.0 eV. If field and depletion both raise it, the sum is about $0.116 + 0.066 - 0.044 \approx 0.14$ eV and the true offset is near 2.66 eV. The edge bias is left out of these sums because it cancels when both edges have the same shape and are read alike. If it affected only one edge, it would move the estimate by a further 0.13 eV, up or down. I have set the two fields independently, which supposes that fixed charge at the interface accounts for the difference in displacement. With a static oxide permittivity near 20 this takes roughly $10^{13}$ elementary charges per cm$^2$, a high value. The silicon bending is also a chosen size, not one deduced from the readings: n-type silicon with this doping and bending would show its edge near 0.8 eV, not at the 0.4 eV of the example. These shifts are comparable with the reading error of 0.13 eV, but repeating the measurement does not average them away.

**Q.** How close is this example to a real gate stack?

**A.** The resulting offsets are of a reasonable size: a valence offset of roughly 3 eV and a conduction offset between 1 and 2 eV are what one expects for this pair. The doping of $10^{18}$ cm$^{-3}$ is high for a plain wafer, though not for a device. A real stack usually has a thin layer of silicon oxide between the two materials. The derivation permits this, since it never asked what lies between the two bulk-like regions, but any potential drop across that layer is then part of the measured offset. The silicon line must be taken from the substrate and not from the oxidized silicon. Of the three junction effects added above, the field in the film is the largest: for the thickness and field used here it moves the result by 0.12 eV. Crystallization of the film on heating is another matter. It can change $D_B$, and the thick reference film should then receive the same treatment as the thin one.

**Q.** What would make you reject a measured offset altogether?

**A.** I would reject it if the hafnium line moved relative to the silicon line when the X-ray intensity was changed. The two layers may then be charging differently, so that $q_A - q_B$ is not zero, or the X-rays may be changing the band bending in the silicon, which alters $\delta_A$. A common movement of both lines is harmless, because $S$ does not contain it. A relative movement enters the offset in full, and no bulk reference can remove it.

All numerical values are calculated from the stated model.
